# SHAKE and RATTLE from Constraints on Positions and Velocities

## 1. A rigid rotor

Two atoms with masses $m_1,m_2$ are held at distance $d$, and no other force acts. Let $s=r_1-r_2$ and let $m=m_1m_2/(m_1+m_2)$ be the reduced mass. Write the constraint as $\sigma=|s|^2-d^2=0$ and its force on $s$ as $-\lambda\,\partial\sigma/\partial s=-2\lambda s$. Then

$$m\ddot s=-2\lambda s. \tag{1}$$

Differentiating $|s|^2=d^2$ once gives $s\cdot\dot s=0$; differentiating again gives $|\dot s|^2+s\cdot\ddot s=0$. With speed $v=|\dot s|$, insertion of (1) yields $v^2=2\lambda d^2/m$, so

$$\lambda_c=\frac{mv^2}{2d^2}. \tag{2}$$

The force $2\lambda_c d=mv^2/d$ is the centripetal force.

Now take a finite time step $h$ from $s=(d,0)$, $\dot s=(0,v)$. A second-order Taylor step with multiplier $\lambda$ gives

$$s'=\big((1-\lambda h^2/m)\,d,\; vh\big). \tag{3}$$

Put $x=vh/d$. With $\lambda=\lambda_c$ the new length obeys $|s'|^2=d^2[(1-x^2/2)^2+x^2]=d^2(1+x^4/4)$, which is too long. The multiplier that is right for continuous motion is wrong for the finite step. If instead $\lambda$ is an unknown fixed by $|s'|=d$, then $1-\lambda h^2/m=\sqrt{1-x^2}$ and

$$\lambda=\frac{m}{h^2}\left(1-\sqrt{1-x^2}\right)=\lambda_c\left(1+\frac{x^2}{4}+\dots\right). \tag{4}$$

The other sign of the root would reverse the bond even as $h\to0$, so it is discarded. The rotor turns by $\alpha=\arcsin x$.

The mean velocity over the step is the chord $(s'-s)/h$, of length $(2d/h)\sin(\alpha/2)$. It makes an angle $\alpha/2$ with the tangent at the new position. Its tangential part is therefore $(2d/h)\sin(\alpha/2)\cos(\alpha/2)=(d/h)\sin\alpha=v$. Removing the radial part restores the original speed, and the next step repeats the first.

For $d=1.00$ Å, $v=0.020$ Å/fs and $h=5.0$ fs, $x=0.020\times5.0/1.00=0.10$. The turn per step is 0.100167 rad instead of 0.100000 rad, a relative excess of $x^2/6=0.0017$. The multipliers are 0.15585 and 0.15546 eV/Å$^2$, with ratio $1.0025=1+x^2/4$. No real root exists for $x>1$, that is, for $h>d/v=50$ fs.

These are the two ideas of the general method: a multiplier determined by the new positions, and a second one that makes the new velocity tangent.

## 2. Equations of motion and the hidden constraint

Collect all Cartesian coordinates in $r$ and the masses in the diagonal matrix $M$. Atomic units are used in the algebra. The force is $F(r)=-\nabla E(r)$; in Born–Oppenheimer dynamics $E$ is the electronic ground-state energy plus the repulsion between the nuclei. There are $K$ smooth, time-independent constraints $\sigma_k(r)=0$, and the rows of $G=\partial\sigma/\partial r$ are assumed linearly independent.

Varying the action with fixed end points and integrating by parts gives $\int(F-M\ddot r)\cdot\delta r\,dt=0$. Allowed variations satisfy $G\,\delta r=0$. Hence $M\ddot r-F$ is orthogonal to every vector in the null space of $G$, so it is a combination of the rows of $G$:

$$M\ddot r=F-G^T\lambda. \tag{5}$$

The minus sign defines the sign of $\lambda$.

Since $\sigma(r(t))=0$ at all times, its time derivative vanishes:

$$G(r)\,v=0,\qquad v=\dot r. \tag{6}$$

This is the hidden constraint. It is not imposed separately on the continuous motion, but it restricts the permitted initial velocities. It also shows that constraint forces do no work, because their power is $-v^TG^T\lambda=-(Gv)^T\lambda=0$.

A further derivative gives $G\ddot r+\kappa=0$, with $\kappa_k=v^T(\nabla\nabla\sigma_k)v$. Inserting (5),

$$A\lambda_c=GM^{-1}F+\kappa,\qquad A=GM^{-1}G^T. \tag{7}$$

For any nonzero $y$, $y^TAy=|M^{-1/2}G^Ty|^2>0$, so $A$ is invertible. This fails when constraint gradients are dependent. An example is a linear triatomic molecule with all three distances fixed: the three gradients then act on just two relative coordinates along the axis.

For a bond $k$ between atoms $i$ and $j$, take $\sigma_k=|s_k|^2-d_k^2$ with $s_k=r_i-r_j$. Denote the corresponding differences of velocity and acceleration by $w_k$ and $b_k$. Row $k$ of $G$ contains $2s_k$ at atom $i$ and $-2s_k$ at atom $j$. Thus $(Gv)_k=2s_k\cdot w_k$ and $\kappa_k=2|w_k|^2$. The constraint force on atom $i$ is $-2\lambda_ks_k$, so $2d_k\lambda_k$ is the bond tension; a negative value means that the bond acts as a strut.

## 3. Why the continuous multiplier lets bonds drift

Suppose $\lambda_c$ from (7), evaluated at $r_n$ and $v_n$, is inserted in velocity Verlet. Since $\kappa$ depends on $v_n$, the half-kick that produces $v_n$ is then implicit and is solved by iteration. With acceleration $a_n$, the positions before and after time $n$ are

$$r_{n\pm1}=r_n\pm hv_n+\tfrac12h^2a_n. \tag{8}$$

The lower sign follows from $r_n-r_{n-1}=hv_{n-1/2}$ and $v_n=v_{n-1/2}+\tfrac12ha_n$. For one bond, with the bond index suppressed, expansion of the squared length gives

$$\sigma_{n\pm1}=\sigma_n\pm2h\,s\cdot w+h^2(s\cdot b+|w|^2)\pm h^3w\cdot b+\tfrac14h^4|b|^2. \tag{9}$$

Equation (7) makes $s\cdot b+|w|^2=0$. Adding the two signs,

$$\sigma_{n+1}-2\sigma_n+\sigma_{n-1}=\tfrac12h^4|b_n|^2\ge0. \tag{10}$$

The first step from a correct state has $\sigma_0=0$ and $s\cdot w=0$, so $\sigma_1=h^3w\cdot b+\tfrac14h^4|b|^2$. Summing (10) twice yields

$$\sigma_N=N\sigma_1+\tfrac12h^4\sum_{n=1}^{N-1}(N-n)|b_n|^2. \tag{11}$$

If $|b_n|^2$ has a steady average, the sum contributes about $\tfrac14h^2t^2\langle|b|^2\rangle$ at $t=Nh$. The error is second order in the time step, but it grows with the square of the elapsed time. Nothing in (7) pulls a wrong bond length back, since (7) constrains the second derivative of $\sigma$, not $\sigma$ itself.

## 4. SHAKE: the constraint at the new positions

SHAKE keeps the direction of the constraint force at $r_n$ but leaves its size unknown:

$$r_{n+1}=2r_n-r_{n-1}+h^2M^{-1}(F_n-G_n^T\lambda_n),\qquad \sigma(r_{n+1})=0. \tag{12}$$

These are $K$ nonlinear equations for $K$ multipliers. By the chain rule,

$$\frac{\partial\sigma(r_{n+1})}{\partial\lambda_n}=-h^2B,\qquad B=G(r_{n+1})M^{-1}G(r_n)^T. \tag{13}$$

A Newton iteration therefore replaces $\lambda$ by $\lambda+B^{-1}\sigma/h^2$. The matrix $B$ is not symmetric in general, but it tends to $A$ as $h\to0$ and is then invertible.

The bond-by-bond form avoids solving the matrix equation. Let $s'$ be the current trial bond and $s$ the bond at $r_n$. Move atom $i$ by $-2gs/m_i$ and atom $j$ by $+2gs/m_j$. With $1/m=1/m_i+1/m_j$, the trial bond becomes $s'-2gs/m$ and

$$\sigma_{\rm new}=\sigma'-\frac{4g}{m}s'\cdot s+\frac{4g^2d^2}{m^2}. \tag{14}$$

Neglecting the term in $g^2$ and demanding $\sigma_{\rm new}=0$ gives

$$g=\frac{m\,\sigma'}{4\,s'\cdot s}. \tag{15}$$

The accumulated $g$ for a bond is $h^2\lambda_k$. Correcting one bond disturbs its neighbours, so the bonds are swept repeatedly.

For two coupled bonds the rate follows from the linearized equations. Suppose the residuals are $(\rho,0)$ after bond 2 has been corrected. Correcting bond 1 requires $g_1=\rho/B_{11}$ and leaves $-B_{21}\rho/B_{11}$ in bond 2. Correcting bond 2 then requires $g_2=-B_{21}\rho/(B_{11}B_{22})$, which changes the residual of bond 1 by $-B_{12}g_2$. One sweep thus multiplies $\rho$ by

$$q=\frac{B_{12}B_{21}}{B_{11}B_{22}}. \tag{16}$$

For one bond there is a closed solution. The correction is parallel to the old bond, so the perpendicular part $s'_\perp$ of the trial bond is kept, and the parallel part is reset:

$$s_{n+1}=s'_\perp+\frac{s_n}{d}\sqrt{d^2-|s'_\perp|^2}. \tag{17}$$

The positive root tends to the old bond as $h\to0$. A solution requires $|s'_\perp|\le d$. At equality $s_{n+1}\cdot s_n=0$ and $B$ vanishes, so Newton's equation becomes singular just where the two roots meet. This is the general form of the rotor's 50 fs limit. It concerns the existence of a solution, not accuracy, which calls for a smaller step.

## 5. RATTLE: a second multiplier for the velocity

RATTLE writes the position step in velocity form. Starting with $\sigma(r_n)=0$ and $G_nv_n=0$,

$$v_{n+1/2}=v_n+\tfrac h2M^{-1}(F_n-G_n^T\lambda_n),\quad r_{n+1}=r_n+hv_{n+1/2},\quad \sigma(r_{n+1})=0. \tag{18}$$

To see that a suitable root exists for small $h$, divide the last condition by $h^2$. The terms of order zero and one in $\sigma(r_{n+1})$ vanish by the initial conditions, leaving

$$\frac{\sigma(r_{n+1})}{h^2}=\tfrac12\left[GM^{-1}(F-G^T\lambda)+\kappa\right]_n+O(h). \tag{19}$$

At $h=0$ the root is $\lambda_c$, and the derivative with respect to $\lambda$ is $-A/2$, which is invertible. The implicit function theorem then gives one smooth root $\Lambda(h)$ near $\lambda_c$.

After the new force is known, the unconstrained second half-kick gives

$$v^*=v_{n+1/2}+\tfrac h2M^{-1}F_{n+1}. \tag{20}$$

This velocity generally points off the manifold. Its correction must be a constraint force at the new position, with a new multiplier $\mu_{n+1}$:

$$v_{n+1}=v^*-\tfrac h2M^{-1}G_{n+1}^T\mu_{n+1}. \tag{21}$$

Multiplying by $G_{n+1}$ and imposing the hidden constraint (6) gives a linear equation,

$$\tfrac h2A_{n+1}\mu_{n+1}=G_{n+1}v^*. \tag{22}$$

Eliminating $\mu$ yields

$$v_{n+1}=Pv^*,\qquad P=1-M^{-1}G^TA^{-1}G, \tag{23}$$

with all matrices at $r_{n+1}$. For every tangent vector $u$, $Gu=0$, and so $(v^*-v_{n+1})^TMu=\tfrac h2\mu^TGu=0$. The correction is orthogonal to all tangent velocities in the kinetic-energy inner product. RATTLE therefore selects the tangent velocity nearest to $v^*$ in that norm. The kinetic energies differ by

$$\mathcal K(v^*)-\mathcal K(v_{n+1})=\frac{h^2}{8}\mu^TA\mu=\frac h4\,\mu^TGv^*, \tag{24}$$

where the second form uses (22).

## 6. The two methods follow the same positions

At time $n$, the preceding velocity stage states that $v_{n-1/2}=v_n-\tfrac h2M^{-1}(F_n-G_n^T\mu_n)$. Multiplying by $h$ gives $r_n-r_{n-1}$. Subtracting this from $r_{n+1}-r_n$ in (18),

$$r_{n+1}-2r_n+r_{n-1}=h^2M^{-1}\left[F_n-G_n^T\frac{\lambda_n+\mu_n}{2}\right]. \tag{25}$$

This is (12). Given the same first two positions and the same root, the trajectories coincide, and

$$\lambda_n^{\rm SHAKE}=\tfrac12(\lambda_n+\mu_n). \tag{26}$$

Adding the two displacements instead gives the central-difference velocity

$$u_n=\frac{r_{n+1}-r_{n-1}}{2h}=v_n+\frac h4M^{-1}G_n^T(\mu_n-\lambda_n). \tag{27}$$

Since $PM^{-1}G^T=0$, the RATTLE velocity is $v_n=Pu_n$. The central difference itself is not generally tangent. For one bond let $f=s_{n+1}-s_n$ and $e=s_n-s_{n-1}$. Equal lengths at the three times imply $2s_n\cdot f+|f|^2=0$ and $-2s_n\cdot e+|e|^2=0$. Therefore

$$s_n\cdot\frac{f+e}{2h}=\frac{|e|^2-|f|^2}{4h}=O(h^2). \tag{28}$$

The last estimate holds because $f-e=O(h^2)$ and $f+e=O(h)$.

What happens if the velocity stage is omitted? The next step then starts from $v^*=v_{n+1}+\tfrac h2M^{-1}G^T\mu_{n+1}$. The next position multiplier becomes $\lambda_{n+1}+\mu_{n+1}$ and cancels the normal part, so the positions do not change. The reported kinetic energy is too high by (24). The projection matters for velocities, temperature and energy, and for any algorithm that uses them.

## 7. Accuracy, reversal and phase space

For bonds, (9) with $\lambda_c$ leaves $\sigma_{n+1}=h^3w\cdot b$ at leading order. Changing $\lambda$ by $\delta$ changes $\sigma$ by $-\tfrac12h^2A\delta$. Hence

$$\lambda_n=\lambda_c+2hA^{-1}(w\cdot b)+O(h^2), \tag{29}$$

where $w\cdot b$ is the vector with one entry per bond. The multiplier $\mu_n$ solves the same position problem for $r_{n-1}$, with $h$ replaced by $-h$. Thus $\lambda_n=\Lambda(h)$ and $\mu_n=\Lambda(-h)$: their first-order errors are opposite, and their mean deviates from $\lambda_c$ by $O(h^2)$.

In (18) the $O(h)$ error of $\lambda_n$ is multiplied by $h^2$, which gives a local position error $O(h^3)$. In the velocity, $\lambda_n$ and $\mu_{n+1}$ enter with weight $h/2$ each. Their first-order errors cancel up to the change over one step, so the trapezoidal rule keeps its local error $O(h^3)$. Over a fixed time and for smooth forces, both errors accumulate to $O(h^2)$.

If $v_{n+1}$ is reversed, a position step with multiplier $\mu_{n+1}$ returns to $r_n$, which satisfies the constraints. The velocity stage with $\lambda_n$ then gives $-v_n$, which is tangent. The method is therefore time reversible on the chosen root.

With momentum $p=Mv$, it also preserves the two-form $\omega=\sum_i dr_i\wedge dp_i$ on the constrained phase space. A kick adds

$$\tfrac h2\sum_idr_i\wedge dF_i-\tfrac h2\sum_k\Big[\lambda_k\sum_{ij}\partial_i\partial_j\sigma_k\,dr_i\wedge dr_j+d\sigma_k\wedge d\lambda_k\Big]. \tag{30}$$

The first two sums vanish because second derivatives of $E$ and $\sigma_k$ are symmetric while the wedge product is antisymmetric. The last vanishes because $d\sigma_k=0$ on the manifold. The same argument holds for the second kick, with $\mu$. The drift adds $h\sum_i dp_i\wedge dp_i/m_i=0$. The proof needs solved constraints and a force that is a gradient; an incompletely converged electronic calculation need not supply one.

## 8. A three-atom chain

A planar model chain has masses 10, 20 and 30 u and rigid bonds 1–2 and 2–3 of 1.00 and 1.50 Å. A spring of 5.0 eV/Å$^2$ and rest length 2.0 Å joins the end atoms. Seen from atom 2, the end atoms lie at angles 0 and 2.00 rad and turn at 0.020 and $-0.010$ rad/fs. The total momentum is zero, and $h=1.0$ fs.

The trial step without constraint forces gives $\sigma=(-3.93,-3.73)\times10^{-5}$ Å$^2$: both bonds would shorten. The position stage finds $\lambda_0=(-0.01614,-0.01294)$ eV/Å$^2$. The tensions are

$$2(1.00)(-0.01614)=-0.0323,\qquad 2(1.50)(-0.01294)=-0.0388\ \text{eV/Å},$$

or $-6.28\times10^{-4}$ and $-7.55\times10^{-4}$ hartree/bohr. Both bonds act as struts. The continuous values, $(-0.01906,-0.01384)$ eV/Å$^2$, taken at the same starting point, differ noticeably for a step of just 1 fs, as (29) allows.

Before the velocity stage, $Gv^*=(3.987,0.689)\times10^{-5}$ Å$^2$/fs. The stage gives $\mu_1=(0.01459,0.00417)$ eV/Å$^2$. Equation (24) then gives the removed energy,

$$\tfrac14\left[0.01459(3.987)+0.00417(0.689)\right]\times10^{-5}=1.53\times10^{-7}\ \text{eV}.$$

The change of sign between $\lambda_0$ and $\mu_1$ is physical. The initial end distance is $\sqrt{1+2.25-3\cos2}=2.12$ Å, and the given turning rates shorten it at 0.019 Å/fs. The spring's pull, initially $5.0\times0.121=0.605$ eV/Å, thus falls by about $5.0\times0.019\approx0.10$ eV/Å, or 16%, in one step. This matters because the two terms on the right of (7) nearly cancel at the start: the spring gives $GM^{-1}F=(-8.94,-5.27)\times10^{-4}$ Å$^2$/fs$^2$ and the rotation gives $\kappa=2(0.020^2,0.015^2)=(8.00,4.50)\times10^{-4}$ Å$^2$/fs$^2$. Reducing the spring term by 16% makes it $(-7.51,-4.43)\times10^{-4}$, so both sums become positive. Here $A_{12}=-4s_1\cdot s_2/m_2<0$, so all entries of $A^{-1}$ are positive, and both multipliers become positive: the centripetal demand now exceeds the compression due to the spring. This estimate keeps the geometry and $\kappa$ at their starting values. Their changes during the step raise both multipliers further, so the positive sign stands but the estimated size is too small. It gives multipliers near $(0.0090,0.0025)$ eV/Å$^2$, about half the mean of $\lambda_1$ and $\mu_1$ found below, which approximates $\lambda_c$ at 1 fs to $O(h^2)$. The rest comes from the change of geometry and the faster rotation during the step.

In the second step, SHAKE sweeps reduce the first bond's residual from $4.96\times10^{-6}$ to $1.39\times10^{-7}$ and then $3.90\times10^{-9}$ Å$^2$. Each ratio is 0.0280, the value of (16). The converged SHAKE multiplier is $(0.01692,0.00477)$ eV/Å$^2$, equal to the mean of $\lambda_1$ and $\mu_1$ as (26) requires.

An independent integration in bond angles, where no multipliers occur, supplies a reference. At 100 fs the norm of the position error is $1.39\times10^{-4}$, $3.48\times10^{-5}$ and $8.71\times10^{-6}$ Å for $h=1$, 0.5 and 0.25 fs. Each halving divides it by four, as expected at second order. The largest radial speed left in the central difference falls from $1.18\times10^{-5}$ to $2.96\times10^{-6}$ Å/fs when $h$ goes from 1 to 0.5 fs, in agreement with (28).

With the continuous multiplier, the first bond is too long by 0.0103 Å after 250 fs and 0.0385 Å after 500 fs. The ratio 3.7 is close to the factor four of quadratic growth. Equation (11) refers to $\sigma=2d\Delta+\Delta^2$ for a length excess $\Delta$, which is 0.0207 and 0.0784 Å$^2$, a ratio of 3.8. Since (11) is exact, the remaining difference from four comes from its linear term and the variation of $|b|^2$. RATTLE keeps both bonds to within $4.4\times10^{-16}$ Å over 2000 fs, at the level of rounding.

Over the same 2000 fs, the largest RATTLE energy error is $2.71\times10^{-4}$ eV for $h=1$ fs, or 0.08% of the initial 0.320 eV. It falls to $6.76\times10^{-5}$ eV for $h=0.5$ fs. For $h=1$ fs the maxima in the two halves of the run agree to the printed digits, so this run shows no growth of the error; it does not establish a bound for longer times or other systems. The remaining comparisons are in the numerical output.

## Values computed for the example and the checks

```
ROTOR
masses: 10.0 30.0 u
bond length: 1.00 angstrom
relative speed: 0.020 angstrom/fs
time step: 5.0 fs
turn per step, RATTLE: 0.10016742 rad
turn per step, continuous motion: 0.10000000 rad
multiplier, position stage: 0.15585466 eV/angstrom^2
multiplier, continuous motion: 0.15546405 eV/angstrom^2
largest time step with a root: 50.0 fs
CHAIN, FIRST STEP
masses: 10.0 20.0 30.0 u
bond lengths: 1.00 1.50 angstrom
end spring constant: 5.0 eV/angstrom^2
end spring rest length: 2.0 angstrom
time step: 1.0 fs
initial bond directions: 0.00 2.00 rad
initial bond turning rates: 0.020 -0.010 rad/fs
sigma of free step: -3.9259e-05 -3.7321e-05 angstrom^2
lambda_0: -0.016140 -0.012943 eV/angstrom^2
continuous lambda at start: -0.019064 -0.013837 eV/angstrom^2
bond tensions 2 d lambda_0: -0.032281 -0.038830 eV/angstrom
bond tensions 2 d lambda_0: -0.000628 -0.000755 hartree/bohr
mu_1: 0.014585 0.004171 eV/angstrom^2
G v before velocity stage: 3.9872e-05 6.8922e-06 angstrom^2/fs
kinetic energy removed: 1.5257e-07 eV
CHAIN, SECOND STEP BY SHAKE SWEEPS
sigma after 0 sweeps: 9.282e-05 1.594e-05 angstrom^2
sigma after 1 sweeps: 4.959e-06 1.250e-10 angstrom^2
sigma after 2 sweeps: 1.390e-07 9.859e-14 angstrom^2
sigma after 3 sweeps: 3.896e-09 -4.441e-16 angstrom^2
convergence factor, seen and predicted: 0.02803 0.02803
SHAKE multiplier: 0.016917 0.004769 eV/angstrom^2
mean of lambda_1 and mu_1: 0.016917 0.004769 eV/angstrom^2
CHAIN, LONGER RUNS
position error at 100 fs, dt 1, 0.5, 0.25 fs: 1.394e-04 3.483e-05 8.706e-06 angstrom
largest SHAKE-RATTLE position gap, 100 fs: 2.4e-13 angstrom
central-difference radial speed, dt 1, 0.5 fs: 1.183e-05 2.959e-06 angstrom/fs
bond drift, continuous lambda, 250 fs: 0.01028 0.00115 angstrom
bond drift, continuous lambda, 500 fs: 0.03847 0.00445 angstrom
largest RATTLE bond error, 2000 fs: 4.4e-16 angstrom
total energy at start: 0.319513 eV
largest energy error, 2000 fs, dt 1, 0.5 fs: 2.707e-04 6.763e-05 eV
largest energy error, first and second half: 2.707e-04 2.707e-04 eV
return error after time reversal: 1.1e-15 angstrom
relative change of symplectic form: 4.8e-08
```
